# Why a bulk transistor snaps back: body-loop gain and sustaining voltage

**Q.** I hold the gate of a bulk n-channel transistor at a fixed bias and force more and more current into the drain. The drain voltage rises, reaches a peak, and then falls while the current goes on rising. What inside the device can do that?

**A.** There is a second transistor in the same silicon. The source, body and drain form an npn device with the source as emitter, the body as base and the drain as collector. Near the drain the lateral field is high enough for electrons to create electron-hole pairs. The new electrons leave through the drain. The holes go into the body and raise its potential. If the body-source junction becomes forward biased, the source injects electrons into the body, these reach the drain region, and they create more holes. That is a closed loop with positive feedback. A second loop, in which the rising body potential lowers the threshold and increases the channel current, is set aside until the last answer; in some devices it acts first.

**Q.** How does the number of holes depend on drain voltage?

**A.** First we need the field. Let $x$ run towards the drain, starting where the channel electrons reach saturated velocity, at potential $V_{dsat}$. Take a thin vertical slice of silicon of depth $x_j$, the junction depth. I assume that its charge per unit length stays constant along $x$ and that no flux leaves through its bottom. At the starting point that charge is balanced by flux through the oxide. Further on, the oxide flux has changed by $\epsilon_{ox}(V-V_{dsat})/t_{ox}$ per unit length, and the lateral flux must make up the difference:

$$\epsilon_{Si}x_jV''=\frac{\epsilon_{ox}}{t_{ox}}(V-V_{dsat}),\qquad l^2=\frac{\epsilon_{Si}}{\epsilon_{ox}}t_{ox}x_j .$$

So $V''=(V-V_{dsat})/l^2$. Where the growing exponential dominates, the field magnitude is $E=V'=(V-V_{dsat})/l$, and $dE/dx=E/l$. At the drain it is $E_m=(V_D-V_{dsat})/l$.

Let the ionization rate per unit length be $Ae^{-B/E}$, and for now let only electrons ionize. The electron current obeys $dI/dx=Ae^{-B/E}I$, so the multiplication factor $M$, the ratio of outgoing to incoming electron current, satisfies

$$\ln M=\int Ae^{-B/E}dx=Al\int_0^{E_m}e^{-B/E}\frac{dE}{E}.$$

With $u=B/E$ we have $dE/E=-du/u$, and the limits become $\infty$ and $B/E_m$. Reversing them removes the minus sign:

$$\ln M=Al\int_{B/E_m}^{\infty}\frac{e^{-u}}{u}du=Al\,E_1\!\left(\frac{Bl}{V_D-V_{dsat}}\right).$$

$E_1$ is the exponential integral. It decreases with its argument, so $M$ rises steadily with $V_D$. A peak in $V_D$ is therefore a peak in $M-1$, the number of holes made per incoming electron.

**Q.** Where do those holes go?

**A.** Let $I_{ch}$ be the channel current and $I_c$ the electron current injected by the source into the body and collected at the drain. I assume both see the same $M$. A hole has two ways out: through the body resistance $R$ to the grounded contact, or across the source junction as base current. Treat the body as one node at voltage $v$ above the source. With $\beta$ the ratio of $I_c$ to the hole current into the source, the steady state is

$$(M-1)(I_{ch}+I_c)=\frac{I_c}{\beta}+\frac{v}{R},\qquad I_c=I_se^{v/\phi},\quad \phi=\frac{kT_0}{q}, \tag{1}$$

where $T_0$ is the temperature. The exponential law leaves out terms of order $I_s$, which are negligible here.

The drain current is $M(I_{ch}+I_c)$. Splitting $M$ into $1+(M-1)$ and using (1),

$$I_D=I_{ch}+I_c+\frac{I_c}{\beta}+\frac vR .$$

At fixed $I_{ch}$ every varying term rises with $v$. As you force more drain current, you move steadily towards larger $v$, whatever $V_D$ does.

**Q.** I was told that snapback starts when $\beta(M-1)=1$. Does it?

**A.** Start with the case that suggests it: a body with no contact, $R\to\infty$. The channel makes $(M-1)I_{ch}$ holes. They leave into the source, which answers with $\beta(M-1)I_{ch}$ electrons. Those make holes in turn, and each round multiplies the current by $\beta(M-1)$. For $\beta(M-1)<1$ the sum is

$$I_c=I_{ch}\sum_{n=1}^{\infty}[\beta(M-1)]^n=\frac{\beta(M-1)}{1-\beta(M-1)}I_{ch}.$$

The current diverges as $\beta(M-1)\to1$. In terms of the fraction $\alpha=\beta/(1+\beta)$ of emitter current that is collected, the condition reads $M=1+1/\beta=1/\alpha$, or $\alpha M=1$.

But this is not yet your curve. Solve (1) with $R\to\infty$ for the multiplication:

$$M-1=\frac1\beta\,\frac{I_c}{I_{ch}+I_c}.$$

It rises with $I_c$ all the way to $1/\beta$. For constant $\beta$ the voltage approaches a ceiling and never turns back. The condition gives runaway at a limiting voltage, without a fold.

**Q.** Then what is the condition for regeneration when the body has a contact?

**A.** Hold $V_D$ fixed and let the body voltage move. The stored hole charge is $C_jv+\tau I_c$, where $C_j$ is a junction capacitance taken as constant and $\tau$ is the electron transit time. The second term is the hole charge that neutralizes electrons crossing the base. With $g_m=dI_c/dv=I_c/\phi$ and $C=C_j+\tau g_m$,

$$C\frac{dv}{dt}=(M-1)(I_{ch}+I_c)-\frac{I_c}{\beta}-\frac vR .$$

Add a small disturbance $\delta$ to a steady $v$. The change of $C$ multiplies $dv/dt=0$ and drops out, leaving

$$C\dot\delta=\left[(M-1)g_m-\frac{g_m}{\beta}-\frac1R\right]\delta .$$

The first term is the extra hole supply and the other two are the extra removal. Their ratio is the incremental loop gain,

$$T=\frac{(M-1)g_m}{g_m/\beta+1/R}=\frac{M-1}{1/\beta+\phi/(RI_c)},\qquad \frac{\dot\delta}{\delta}=\frac{T-1}{C}\left(\frac{g_m}{\beta}+\frac1R\right). \tag{2}$$

The disturbance grows when $T>1$. Regeneration therefore begins at

$$\beta(M-1)=1+\frac{\beta\phi}{RI_c},$$

which is greater than one for any finite $R$. The contact steals holes, and multiplication must make up for the theft.

**Q.** Is that threshold the voltage peak I measure?

**A.** Yes, as long as $I_{ch}$ does not change with the body voltage. Write $h(I_c)=I_c/\beta+v/R$ for the hole removal. Since $dv/dI_c=\phi/I_c$, its slope is $h'=1/\beta+\phi/(RI_c)$, the denominator of $T$. From (1), $M-1=h/(I_{ch}+I_c)$, so

$$\frac{d(M-1)}{dI_c}=\frac{h'}{I_{ch}+I_c}-\frac{h}{(I_{ch}+I_c)^2}=\frac{h'-(M-1)}{I_{ch}+I_c}=\frac{h'(1-T)}{I_{ch}+I_c}.$$

The voltage rises where $T<1$, peaks at $T=1$ and falls where $T>1$. The falling part is unstable if an ideal source fixes $V_D$.

To locate the peak, put $M-1=h'$ into (1):

$$\left(\frac1\beta+\frac{\phi}{RI_c}\right)(I_{ch}+I_c)=\frac{I_c}{\beta}+\frac vR .$$

Expand the left side, cancel $I_c/\beta$, and multiply by $R$:

$$v=v_0+\phi\frac{I_{ch}}{I_c},\qquad v_0=\phi+\frac{RI_{ch}}{\beta}.$$

Now set $w=(v-v_0)/\phi=I_{ch}/I_c$. Since $I_c=I_se^{v_0/\phi}e^w$,

$$we^w=\frac{I_{ch}}{I_s}e^{-v_0/\phi}.$$

This defines the Lambert function, $w=W[(I_{ch}/I_s)e^{-v_0/\phi}]$. The peak has

$$v=v_0+\phi w,\qquad I_c=\frac{I_{ch}}w,\qquad M-1=\frac1\beta+\frac{\phi w}{RI_{ch}}. \tag{3}$$

For positive argument $we^w$ increases, so there is one solution and one peak. Equation (3) needs a channel current well above junction leakage; with the gate off, leakage supplies the first electrons and must be put into (1).

**Q.** Why does the voltage fall afterwards? More current ought to need more holes.

**A.** It does, but it needs fewer holes per electron. Early on, nearly all holes go through $R$. The current $v/R$ grows only logarithmically with $I_c$, while the base current grows in proportion to it. Past the peak each added bipolar electron brings $M-1$ new holes and costs fewer than that, so a smaller $M$ suffices. At large $I_c$,

$$M-1=\frac{I_c/\beta+v/R}{I_{ch}+I_c}\longrightarrow\frac1\beta .$$

This is where your condition belongs: for constant gain, $\beta(M-1)=1$ is the high-current sustaining limit. The trigger, at fixed $I_{ch}$, is $T=1$.

At fixed $I_{ch}$, feedback through the bipolar electrons is essential. If they were not multiplied, (1) would give $M-1=h/I_{ch}$, which only rises. A leaky body is essential too, in this constant-gain model. As $R$ increases, the peak moves to $v>RI_{ch}/\beta$. Once that exceeds the junction voltages a device can reach, roughly 0.9 V, the fold is out of practical range. The loss of gain at high current, treated below, removes it sooner.

**Q.** Put numbers on it.

**A.** Take a 20 µm wide silicon device with 20 nm oxide and 250 nm junctions. The permittivity ratio is 3, so $l=\sqrt{3\times20\times250}=122.5$ nm. With $A=2.0\times10^6$ /cm and $B=1.70$ MV/cm, $Al=24.5$ and $Bl=20.8$ V. Let $V_{dsat}=0.5$ V, $I_{ch}=0.20$ mA, $R=5$ kΩ, $\beta=20$, $\phi=0.02585$ V and $I_s=6.008\times10^{-15}$ mA.

Since $RI_{ch}=1$ V, $v_0=0.02585+1/20=0.0759$ V. The Lambert argument is about $1.77\times10^{12}$, giving $w=24.98$. Then (3) yields

$$v=0.0759+0.6459=0.722\ \text{V},\qquad I_c=\frac{0.20}{24.98}=0.0080\ \text{mA},$$

$$M-1=0.050+\frac{0.02585\times24.98}{1}=0.696 .$$

So $\beta(M-1)=13.9$ at the trigger, although $T=1$. Inverting the multiplication formula gives $V_D=8.48$ V, at $I_D=0.353$ mA. Of the holes, $0.722/5=0.144$ mA leave through the contact and $0.0080/20=0.0004$ mA enter the source. The bipolar current is only 4% of the channel current when control is lost.

At $I_c=0.20$ mA the voltage is down to 7.64 V and $\beta(M-1)=8.5$. At 10 mA they are 5.34 V and 1.34, on the way to 5.09 V and 1.

The time equation shows the threshold directly. Starting from $v=0$ with $M-1$ held 1% below its trigger value, the body settles at 0.700 V. With $M-1$ held 1% above, it passes 0.85 V after 8.5 ns. On the falling branch at $I_c=0.040$ mA, $T=3.60$; with $C_j=0.10$ pF and $\tau=0.213$ ns, (2) predicts growth at 1.674 /ns. Integrating the full equation from a disturbance of $10^{-7}$ V gives the same figure.

**Q.** My curve does not keep falling. It reaches a minimum, the holding voltage, and turns up again.

**A.** Constant gain has failed by then. Let $n$ be the electron density at the emitter edge of the base, $N$ the base doping, $n_i$ the intrinsic density, $D$ the electron diffusivity, $a$ the junction area and $L$ the base length. Diffusion gives

$$I_c=\frac{qaDn}{L}=I_K\frac nN,\qquad I_K=\frac{qaDN}{L}.$$

Neutrality makes the hole density $N+n$, and the junction law is $n(N+n)=n_i^2e^{v/\phi}$. Dividing by $N^2$ and using $I_s=I_Kn_i^2/N^2$,

$$v=\phi\ln\frac{I_c(1+I_c/I_K)}{I_s}.$$

Hole injection into the source is proportional to $e^{v/\phi}$. Matching its low-current value to $I_c/\beta$ makes it $(I_c/\beta)(1+I_c/I_K)$. This estimate ignores the field in the base, which at high injection can raise the effective $D$ by up to a factor of two.

Turning points still obey $M-1=h'$, now with

$$h'=\frac{1+2I_c/I_K}{\beta}+\frac\phi R\left(\frac1{I_c}+\frac1{I_K+I_c}\right).$$

For $a=20$ µm², $L=0.8$ µm, $N=10^{17}$ /cm³ and $D=15$ cm²/s, $I_K=0.601$ mA. The minimum falls at $I_c=1.183$ mA, where the two terms are $0.247+0.007=0.254$. There $V_D=6.86$ V and $I_D=1.73$ mA. The gain has dropped from 20 to 6.7, so the holding point lies 1.8 V above the constant-gain limit. Including the neglected base field would lower the holding voltage by nearly 0.5 V and raise the holding current to about 2.9 mA. The trigger, at much lower current, is unchanged at 8.48 V.

If a stiff supply holds the trigger voltage, the next steady state in this estimate is at 13.4 mA, 38 times the trigger current; the base field alone would more than triple that current. A series resistor limits that jump.

**Q.** How far should I trust these voltages for a real device?

**A.** Less than the gain conditions. The parameters are rough values for the one-micrometre generation, and $R$ and $\beta$ vary strongly with layout and doping. The local-field ionization law is the weakest assumption. Suppose the effective field $F$ lags the true one, $\lambda\,dF/dx=E-F$. Before the drain edge $F=El/(l+\lambda)$; beyond it, with $E=0$, $F$ decays over $\lambda$. The two regions contribute $AlE_1(B/F_m)$ and $A\lambda E_1(B/F_m)$, with $F_m$ the value at the edge, so $l$ becomes $l+\lambda$ throughout. For $\lambda=65$ nm and unchanged $A$ and $B$, the trigger rises by 2.9 V. Coefficients fitted to a device's own body current with the local formula absorb much of this; borrowed ones may not.

Other changes, each made alone in the constant-gain model, are smaller:

- A channel current that grows by 30% per volt of body bias lowers the trigger by 0.34 V. That is a mild body effect. With a channel doping of $10^{17}$ /cm³ under this 20 nm oxide, a charge-sheet estimate at this gate bias has the channel current growing three to four times by 0.7 V of body bias. With $V_{dsat}$ held fixed the peak then falls by about 2 V, and its cause changes. Without any bipolar current, $M-1=v/(RI_{ch}(v))$ peaks where $d\ln I_{ch}/dv=1/v$. A linear law never meets this condition, but the estimate meets it at $v\approx0.55$ to $0.65$ V, where $T$ is still 0.02 or less. The first fold is then made by the body effect, and $T=1$ marks the trigger only when the body effect is weak.
- Holes that ionize at 0.2 of the electron rate lower it by 0.14 V. Bulk coefficients give a ratio nearer 0.4 to 0.5 at these fields, so the shift may be larger.
- Bipolar electrons that see half of $M-1$ raise the sustaining limit by 0.64 V. The factor is only an illustration and can go the other way: an abrupt junction on $10^{17}$ /cm³ with local bulk coefficients gives $M-1$ of 0.2 to 0.35 near that voltage, several times the value used here, which would lower the sustaining and holding voltages.
- At 358 K, with $B$ raised by 0.07% per kelvin and $R$ and $\beta$ fixed, the trigger moves by less than 0.1 V. This is a near-cancellation of about $-0.3$ V from the lower junction voltage and $+0.3$ V from $B$. If $R$ also rises with temperature, as $T_0^{1.5}$ to $T_0^{2.2}$, the net shift is about $-0.5$ V.

The drain-side oxide field is 3.6 MV/cm at the trigger, below the rough 10 MV/cm of oxide breakdown. Treating the heated region as a compact source of 20 µm² with constant conductivity gives steady self-heating of 9 K at the holding point but 84 K in the 13.4 mA state. A surface strip 0.12 to 1 µm wide, with conductivity falling as it heats, gives 65 to 100 K instead, so that last current is only indicative. The drain-field formula also leaves out the charge of the bipolar electrons. This charge raises the field near the drain, which lowers the holding voltage by about 0.4 V if the electrons cross the slice at $10^7$ cm/s. It matters still more at high current: with it, the voltage has not regained the trigger value by $I_c=40$ mA. A real body is also not one node: injected carriers lower its resistance after the trigger, which the fixed $R$ leaves out. The full set of values is in the numerical output.

## Computed values

```
width 20 um; oxide 20 nm; junction 250 nm
field length l = 122.5 nm
ionization A = 2.0 x 10^6 /cm, B = 1.70 MV/cm
Vdsat = 0.5 V; gate voltage = 1.3 V
Ich = 0.20 mA; R = 5.0 kohm; beta = 20
base: area 20 um2, length 0.8 um
base: doping 1.0e+17 /cm3, diffusivity 15 cm2/s
intrinsic density = 1.0e+10 /cm3; phi = 0.02585 V
Is = 6.008e-15 mA; knee current IK = 0.601 mA
Cj = 0.10 pF; transit time = 0.213 ns
CONSTANT GAIN
trigger: v = 0.7217 V, Ic = 0.00801 mA
trigger: Lambert value w = Ich/Ic = 24.984
trigger: M-1 = 0.6959, beta(M-1) = 13.92
trigger: T = 1.00000, V_D = 8.477 V
trigger: I_D = 0.3528 mA
sustaining limit: M-1 = 0.0500, V_D = 5.092 V
Ic (mA) | I_D (mA) | V_D (V) | beta(M-1) | T
0.00100 | 0.3346 | 8.395 | 13.298 | 0.127
0.00801 | 0.3528 | 8.477 | 13.918 | 1.000
0.05000 | 0.4063 | 8.285 | 12.506 | 4.076
0.20000 | 0.5710 | 7.641 | 8.549 | 5.636
1.00000 | 1.4193 | 6.425 | 3.655 | 3.313
10.00000 | 10.8812 | 5.344 | 1.336 | 1.322
M-1 1% below trigger: settles at v = 0.6999 V
M-1 1% above trigger: v passes 0.85 V after 8.53 ns
falling branch, Ic = 0.0400 mA: T = 3.596
growth rate: formula 1.6739, transient 1.6739 /ns
WITH HIGH-INJECTION FALL OF GAIN
trigger: V_D = 8.478 V, I_D = 0.3530 mA
holding: V_D = 6.861 V, I_D = 1.734 mA
holding: Ic = 1.183 mA, M-1 = 0.2541
holding: actual gain = 6.74
upper state at trigger voltage: I_D = 13.37 mA
NEGLECTED EFFECTS (shifts from the constant-gain model)
body effect, Ich +30% per V: trigger -0.336 V
hole ionization ratio 0.2: trigger -0.139 V
bipolar M-1 halved: sustaining limit +0.644 V
energy lag 65 nm, same A and B: trigger +2.864 V
saturation field 0.04 MV/cm: M-1 +1.27 %
at 358 K, R and beta fixed: trigger +0.071 V
peak silicon field at trigger = 0.651 MV/cm
drain-side oxide field = 3.59 MV/cm
steady heating at holding point = 8.9 K
steady heating in upper state = 84 K
```
